# The static Dyson equation and the freedom in the exchange–correlation kernel, part 1

(Sections cited here and not found follow in the later parts.)

## Setting and conventions

$N$ electrons move in a local, spin-independent potential $u(\mathbf r)$ and repel through $v(\mathbf r,\mathbf r')=1/|\mathbf r-\mathbf r'|$. Hartree atomic units are used except in part (h). The Hamiltonian is

$$\hat H=\hat T+\hat W+\int u(\mathbf r)\,\hat n(\mathbf r)\,d^3r,\qquad \hat n(\mathbf r)=\sum_{i=1}^N\delta(\mathbf r-\mathbf r_i),$$

where $\hat T$ is the kinetic energy, $\hat W$ the repulsion and $\hat n$ the spin-summed density operator. There is no magnetic field, so $\hat H$ is real and its eigenstates $|k\rangle$, with energies $E_k$, are taken real. The ground-state density is $n_0$. The Kohn–Sham (KS) system consists of $N$ non-interacting electrons in a local potential $v_s$ chosen so that their ground-state density equals the interacting one; its orbitals and orbital energies are $\varphi_p$ and $\varepsilon_p$.

The static response functions are defined at fixed $N$ by the first-order density changes $\delta n=\chi\,\delta u$ (interacting system) and $\delta n=\chi_s\,\delta v_s$ (KS system). Products of kernels mean integration over the shared argument,

$$(\chi\,\delta u)(\mathbf r)=\int\chi(\mathbf r,\mathbf r')\,\delta u(\mathbf r')\,d^3r',\qquad \langle p|A|q\rangle=\iint p(\mathbf r)A(\mathbf r,\mathbf r')q(\mathbf r'),\qquad\langle p|q\rangle=\int pq .$$

The symbol $\mathbb 1$ is the function equal to one everywhere, so $\langle\mathbb 1|p\rangle=\int p$, and a function with $\langle\mathbb 1|p\rangle=0$ is called zero-mean. On a lattice of $L$ sites integrals become sums and kernels become $L\times L$ matrices.

Four assumptions are used, and each is named where it enters.

* A1. The interacting ground state $\Psi_0$ and the KS ground state are non-degenerate and separated from the excited states by a gap. The KS ground state is a closed-shell determinant $\Phi_0$.
* A2. For some spin assignment, $\Psi_0$ is non-zero for almost all positions of the electrons, and likewise $\Phi_0$. On a lattice the condition actually needed is identified in part (b).
* A3. The densities near $n_0$ that are ground-state densities of the interacting system are the same as those that are ground-state densities of the non-interacting system.
* A4. The maps from these densities to $u$ and $v_s$ are differentiable with continuous derivatives.

## (a) The two response functions

Express $\chi$ through the exact eigenstates and $\chi_s$ through the KS orbitals. Find their symmetry and the integrals over each argument.

**Solution.** Let $\delta\hat U=\int\delta u\,\hat n$. The first-order part of the Schrödinger equation is $(\hat H-E_0)|\delta\Psi\rangle=-(\delta\hat U-\delta E)|0\rangle$. Projection on $\langle0|$ makes the left side vanish and gives

$$\delta E=\langle0|\delta\hat U|0\rangle=\int n_0\,\delta u. \tag{1}$$

Projection on $\langle k|$ with $k\neq0$ gives $(E_k-E_0)\langle k|\delta\Psi\rangle=-\langle k|\delta\hat U|0\rangle$, because $\langle k|0\rangle=0$ removes $\delta E$. Division by $E_k-E_0$ is allowed by A1. Normalization of a real state fixes $\langle0|\delta\Psi\rangle=0$. The density changes by $\langle\delta\Psi|\hat n|0\rangle+\langle0|\hat n|\delta\Psi\rangle$, and for real states the two terms are equal. With the transition densities $\rho_k(\mathbf r)=\langle0|\hat n(\mathbf r)|k\rangle$, for which $\langle k|\delta\hat U|0\rangle=\langle\rho_k|\delta u\rangle$,

$$\delta n(\mathbf r)=-2\sum_{k\ne0}\frac{\rho_k(\mathbf r)\,\langle\rho_k|\delta u\rangle}{E_k-E_0},\qquad \chi(\mathbf r,\mathbf r')=-2\sum_{k\neq0}\frac{\rho_k(\mathbf r)\rho_k(\mathbf r')}{E_k-E_0}. \tag{2}$$

The derivation never used $\hat W$, so (2) applies to the KS system with determinants as eigenstates. The one-body operator $\hat n$ connects $\Phi_0$ only to determinants in which one occupied spin orbital $i\sigma$ is replaced by an empty one $a\sigma$ of the same spin. The transition density is $\rho_{ia}=\varphi_i\varphi_a$ up to a sign that enters squared, and the excitation energy is $\varepsilon_a-\varepsilon_i$. Each spatial pair $(i,a)$ occurs once for each spin, which doubles the factor:

$$\chi_s(\mathbf r,\mathbf r')=-4\sum_{i}^{\rm occ}\sum_a^{\rm empty}\frac{\rho_{ia}(\mathbf r)\rho_{ia}(\mathbf r')}{\varepsilon_a-\varepsilon_i}. \tag{3}$$

Both kernels are symmetric under $\mathbf r\leftrightarrow\mathbf r'$ term by term. Since $\int\hat n=N$ is a number on the $N$-electron space, $\int\rho_k=N\langle0|k\rangle=0$, and $\int\rho_{ia}=\langle\varphi_i|\varphi_a\rangle=0$. Hence

$$\chi\mathbb 1=0,\qquad\langle\mathbb 1|\chi=0,\qquad\chi_s\mathbb 1=0,\qquad\langle\mathbb 1|\chi_s=0. \tag{4}$$

The relation $\chi\mathbb 1=0$ says that a constant potential moves no charge, and $\langle\mathbb 1|\chi=0$ says that no potential changes the number of electrons. The two are one statement because $\chi$ is symmetric. If the ground state is degenerate, or the gap closes, a denominator in (2) or (3) vanishes and the linear response need not exist.

## (b) Null space and range

Find all $\delta u$ that produce no density response. Which density changes can be produced?

**Solution.** From (2),

$$\langle\delta u|\chi|\delta u\rangle=-2\sum_{k\neq0}\frac{\langle k|\delta\hat U|0\rangle^2}{E_k-E_0}\le0, \tag{5}$$

because every denominator is positive. If $\chi\,\delta u=0$, the left side vanishes, and a sum of terms of one sign vanishes only if each term does. So $\langle k|\delta\hat U|0\rangle=0$ for all $k\neq0$. The eigenstates are complete, so $\delta\hat U|0\rangle=c\,|0\rangle$ for some number $c$. In position space $\delta\hat U$ is a multiplication, and the condition reads

$$\Big[\sum_{i=1}^N\delta u(\mathbf r_i)-c\Big]\Psi_0(\mathbf r_1\sigma_1,\dots,\mathbf r_N\sigma_N)=0 .$$

By A2 the bracket vanishes for almost all positions. Holding $\mathbf r_2,\dots,\mathbf r_N$ fixed and varying $\mathbf r_1$ shows that $\delta u$ is constant, equal to $c/N$. Together with (4), the null space of $\chi$ consists of the constants and nothing else, and (5) is strictly negative for every other $\delta u$. The same argument with $\Phi_0$ covers $\chi_s$. On a lattice the bracket must vanish for every configuration with non-zero amplitude, and the needed condition is that this forces all $\delta u_i$ to be equal. It fails, for instance, when a site is doubly occupied in every configuration: a potential on that site alone then adds a constant to the energy and moves no charge.

For the range, let $y$ be orthogonal to every $\chi\,\delta u$. Then $0=\langle y|\chi|\delta u\rangle=\langle\chi y|\delta u\rangle$ for all $\delta u$, by symmetry, so $\chi y=0$ and $y$ is constant. The only linear condition obeyed by all responses is zero mean. On $L$ sites the range of $\chi$ therefore has dimension $L-1$ and is the whole zero-mean space, with projector $P=1-|\mathbb 1\rangle\langle\mathbb 1|/L$. On that space $\chi$ and $\chi_s$ are negative definite and invertible; $\chi^{-1}$ and $\chi_s^{-1}$ always denote these restricted inverses. In the continuum the same argument shows that the range is dense in the zero-mean functions, but the inverse is unbounded: a potential that oscillates rapidly, or that lives where $n_0$ is small, has small matrix elements or large denominators in (2). Steps that use an inverse or the whole range are therefore exact on a lattice, and in the continuum they carry a condition that is stated when they occur.

## (c) The exchange–correlation potential and kernel

Define $F[n]=E_0-\int u\,n$ for the interacting system with ground-state density $n$, $T_s[n]$ in the same way for the non-interacting system, $E_H[n]=\tfrac12\langle n|v|n\rangle$, and $E_{xc}=F-T_s-E_H$. Relate the first variation of $E_{xc}$ to the potentials. State what its second variation defines.

**Solution.** By part (b), near $n_0$ the density fixes the change of $u$ up to a constant, so $u[n]$ exists up to a constant. A constant $c$ adds $Nc$ to both $E_0$ and $\int u\,n$, so $F[n]$ is unambiguous. Vary $n$ among the densities of A3, all of which have $\int\delta n=0$. By the product rule and (1),

$$\delta F=\delta E_0-\int n\,\delta u-\int u\,\delta n=-\int u\,\delta n .$$

The same lines for the non-interacting system give $\delta T_s=-\int v_s\,\delta n$. Because $v$ is symmetric, $\delta E_H=\langle\delta n|v|n\rangle=\int v_H\,\delta n$ with $v_H=v\,n$. A3 allows all three variations to be taken along the same $\delta n$, so

$$\delta E_{xc}=\int(v_s-u-v_H)\,\delta n .$$

A function $v_{xc}$ represents this variation if $\delta E_{xc}=\int v_{xc}\,\delta n$ for all allowed $\delta n$. The difference $v_{xc}-(v_s-u-v_H)$ is then orthogonal to the range of $\chi$, hence constant by part (b). Nothing ties the constant at one density to the constant at another:

$$v_s[n]=u[n]+v_H[n]+v_{xc}[n]+c[n]. \tag{6}$$

By A4 the potentials can be varied once more. A kernel $f_{xc}(\mathbf r,\mathbf r')$ is admissible if

$$\delta v_{xc}=f_{xc}\,\delta n+\text{const}\quad\text{for all allowed zero-mean }\delta n. \tag{7}$$

To see what $E_{xc}$ determines, take the two-parameter family $n=n_0+s_1\delta n_1+s_2\delta n_2$ with zero-mean directions. Then $\partial E_{xc}/\partial s_1=\langle\delta n_1|v_{xc}[n]\rangle$, and by (7), with $\langle\delta n_1|\mathbb 1\rangle=0$ removing the constant,

$$\frac{\partial^2E_{xc}}{\partial s_2\,\partial s_1}=\langle\delta n_1|f_{xc}|\delta n_2\rangle. \tag{8}$$

Continuous mixed partial derivatives commute, so (8) is symmetric in $\delta n_1$ and $\delta n_2$. The second variation defines a symmetric bilinear form on zero-mean functions. It says nothing about $f_{xc}$ acting on a function with non-zero integral, because such a $\delta n$ leaves the set of $N$-electron densities on which $E_{xc}$ has been defined.

## (d) The relation between $\chi$ and $\chi_s$

Derive a closed equation for $\chi$ in terms of $\chi_s$, $v$ and $f_{xc}$. Show that it has a unique solution on a lattice, solve it for $f_{xc}$, and work it out for two sites.

**Solution.** Write $K=v+f_{xc}$. Apply an arbitrary $\delta u$ to the interacting system, so that $\delta n=\chi\,\delta u$. The variation of (6), with $\delta v_H=v\,\delta n$ and (7), is

$$\delta v_s=\delta u+K\,\delta n+\text{const}\cdot\mathbb 1 .$$

By A3 the KS system follows the same density, so $\delta n=\chi_s\,\delta v_s$. The constant drops out by (4):

$$\chi\,\delta u=\chi_s\,\delta u+\chi_sK\chi\,\delta u .$$

This holds for every $\delta u$, so the kernels are equal:

$$\chi=\chi_s+\chi_s\,(v+f_{xc})\,\chi, \tag{9}$$

or, with arguments,

$$\chi(\mathbf r,\mathbf r')=\chi_s(\mathbf r,\mathbf r')+\iint\chi_s(\mathbf r,\mathbf r_1)\Big[\frac1{|\mathbf r_1-\mathbf r_2|}+f_{xc}(\mathbf r_1,\mathbf r_2)\Big]\chi(\mathbf r_2,\mathbf r')\,d^3r_1d^3r_2 .$$

This is the static Dyson equation. No inverse was used, so it holds in the continuum under A1–A4, with A2 entering through part (b) in the derivation of (6). The non-interacting electrons respond to the applied potential plus the Hartree and exchange–correlation potentials induced by their own rearrangement.

Transposing (9) and using the symmetry of $\chi$ and $\chi_s$ gives $\chi=\chi_s+\chi K^{T}\chi_s$. Both $\chi$ and $\chi_s$ produce zero-mean functions on either side, and between zero-mean functions $K^T$ and $K$ agree by the symmetry of $v$ and of (8). Therefore also

$$\chi=\chi_s+\chi K\chi_s. \tag{10}$$

Uniqueness on a lattice. Suppose $(1-\chi_sK)x=0$. Then $x=\chi_sKx$ has zero mean by (4), so $x=\chi y$ for some $y$ by part (b). Inserting this, $0=(\chi-\chi_sK\chi)y=\chi_sy$ by (9), so $y$ is constant and $x=\chi y=0$. A square matrix with trivial null space is invertible, so

$$\chi=(1-\chi_sK)^{-1}\chi_s. \tag{11}$$

The inverse has a closed form. Multiplying out,

$$(1-\chi_sK)(1+\chi K)=1+(\chi-\chi_s-\chi_sK\chi)K=1,\qquad\text{so}\qquad(1-\chi_sK)^{-1}=1+\chi K. \tag{12}$$

The geometric series $\chi_s+\chi_sK\chi_s+\dots$ converges to (11) only if all eigenvalues of $\chi_sK$ have modulus below one, which (11) does not require.

Solution for the kernel. Since $\chi_s=\chi_sP$ and $\chi=P\chi$, the last term of (9) is $\chi_s\,PKP\,\chi$. On the zero-mean space, multiply (9) by $\chi_s^{-1}$ from the left and $\chi^{-1}$ from the right: $\chi_s^{-1}=\chi^{-1}+PKP$. Thus

$$Pf_{xc}P=\chi_s^{-1}-\chi^{-1}-PvP. \tag{13}$$

Change of kernel. Let $\chi'$ solve (9) with the same $\chi_s$ and the kernel $K+D$. Then $(1-\chi_sK)\chi'=\chi_s+\chi_sD\chi'$, and applying $(1-\chi_sK)^{-1}$ with (11) gives

$$\chi'=\chi+\chi D\chi'. \tag{14}$$

For small $D$ this is $\delta\chi=\chi\,\delta K\,\chi$, so $\langle p|\delta\chi|p\rangle=\langle\chi p|\delta K|\chi p\rangle$. A kernel change that is positive on zero-mean functions raises the negative number $\langle p|\chi|p\rangle$ and so weakens the response; a negative one strengthens it. Integrating along $K+\lambda D$ extends this to finite $D$ of definite sign, as long as $1-\chi_s(K+\lambda D)$ stays invertible along the path. When it becomes singular, which can happen for an approximate kernel that is too negative, the response diverges. The second variation of the model's total energy on zero-mean density changes, $PKP-\chi_s^{-1}$, then has a zero eigenvalue, so the state is at the edge of stability; once that eigenvalue turns negative the state is no longer an energy minimum.

Two sites. The zero-mean space is spanned by $e=(1,-1)^T$, so $\chi=-x\,ee^T$ and $\chi_s=-x_s\,ee^T$ with $x,x_s>0$. Then $\chi_sK\chi=x_sx\,e\,(e^TKe)\,e^T$, and (9) becomes $-x=-x_s+x_sx\,\kappa$ with $\kappa=e^TKe=K_{11}+K_{22}-K_{12}-K_{21}$. Hence $x=x_s/(1+\kappa x_s)$. Of the four matrix elements of $K$, one combination enters.

Approximate functionals. If $E_{xc}$ is replaced by an explicit approximation and $\chi$ means the response of the self-consistent KS density, the derivation needs only (6) and $\delta n=\chi_s\,\delta v_s$. Equation (9) is then exact for that model, with its own $\chi_s$ and $f_{xc}$.

The static Dyson equation (9) has been derived, shown to determine $\chi$ uniquely on a lattice, and solved for the part of the kernel that acts between zero-mean functions. It remains to find which kernels give the same response, what this freedom means when the particle number changes, and how it appears in examples.
